# The Thomas-Fermi jellium surface solved by a first integral

## Problem

A uniform positive background of number density \(n_0\) fills the half-space \(z<0\), and the region \(z>0\) is empty. Electrons of density \(n(z)\) neutralize the background. Treat them in Thomas-Fermi theory: local kinetic energy and classical electrostatic energy, with no exchange, correlation or gradient terms. Find

1. the work function \(W=v(\infty)-\mu\), where \(v\) is the electrostatic potential energy of an electron and \(\mu\) the chemical potential;
2. the density outside the background and its leading decay at large \(z\);
3. the edge potential \(v(0)-v(-\infty)\), and the bulk property that fixes it.

Hartree atomic units are used. The bulk Fermi wave number and energy are \(k_F=(3\pi^2n_0)^{1/3}\) and \(E_F=k_F^2/2\).

## The equations

Where electrons are present, minimizing the energy at fixed electron number gives

\[
\tfrac12(3\pi^2 n)^{2/3}+v=\mu .
\]

Where \(v\ge\mu\), the density is zero. Define \(\chi=(\mu-v)/E_F\). Then

\[
n=n_0\chi^{3/2}\quad(\chi>0),\qquad n=0\quad(\chi\le 0),
\]

and \(\chi\to1\) deep in the bulk. The work function is \(W=-E_F\,\chi(\infty)\).

The electrostatic potential \(\phi\) obeys \(\phi''=-4\pi(n_+-n)\), where \(n_+\) is the background density. Since \(v=-\phi\) for an electron, \(v''=4\pi(n_+-n)\), and therefore

\[
\chi''=\frac{4\pi}{E_F}(n-n_+).
\]

With \(n_0=k_F^3/(3\pi^2)\), the prefactor is \(4\pi n_0/E_F=8k_F/(3\pi)=\tfrac23k^2\), where \(k^2=4k_F/\pi\). So

\[
\chi''=\tfrac23k^2\left[\frac{n}{n_0}-\theta(-z)\right]. \tag{1}
\]

## A tempting solution

A weak disturbance inside a metal is screened linearly, so it is tempting to treat the surface the same way and expand the density about the bulk:

\[
\frac{n}{n_0}=\chi^{3/2}\approx1+\tfrac32(\chi-1)=\frac{3\chi-1}{2}.
\]

Equation (1) becomes \(\chi''=k^2(\chi-1)\) inside and \(\chi''=k^2(\chi-\tfrac13)\) outside. The bounded solutions are

\[
\chi=1-Ae^{kz}\ (z<0),\qquad \chi=\tfrac13+Ce^{-kz}\ (z>0).
\]

Continuity of \(\chi'\) at \(z=0\) gives \(A=C\), and continuity of \(\chi\) gives \(1-A=\tfrac13+A\), so \(A=\tfrac13\). The answers would be an exponential density \(n=\tfrac12n_0e^{-kz}\) outside, an edge potential \(E_F(1-\tfrac23)=E_F/3\), and a work function \(W=-E_F/3\).

The charge is neutral, the potential is smooth and the density is nowhere negative, so the solution looks sound.

## Where it fails

The work function gives the fault away. In the vacuum the solution has \(n=0\) at \(\chi=\tfrac13\). The Thomas-Fermi relation says that at \(\chi=\tfrac13\) the density is \((1/3)^{3/2}n_0\approx0.19\,n_0\), which is far from empty. The negative \(W\) says the same thing: electrons at the chemical potential could escape.

The faulty step is the expansion. It requires \(|n-n_0|\ll n_0\), which holds deep in the metal. At a surface the density falls all the way to zero, and no part of the vacuum side is within reach of the expansion. The constant \(k\) keeps its meaning as the inverse screening length in the bulk, but the full power \(\chi^{3/2}\) has to be kept.

## Solution

### First integral inside

For \(z<0\), multiply \(\chi''=\tfrac23k^2(\chi^{3/2}-1)\) by \(\chi'\) and integrate:

\[
\tfrac12\chi'^2=\tfrac23k^2\left(\tfrac25\chi^{5/2}-\chi+c\right).
\]

In the bulk \(\chi\to1\) and \(\chi'\to0\), so \(c=1-\tfrac25=\tfrac35\), and

\[
\chi'^2=\tfrac43k^2\left(\tfrac25\chi^{5/2}-\chi+\tfrac35\right). \tag{2}
\]

Going outward, \(\chi\) must fall below 1. If it stayed at 1 or rose, it would enter the vacuum with \(\chi'\ge0\). There \(\chi''>0\), so it would grow without limit and the density with it.

### First integral outside, and the work function

For \(z>0\) and \(\chi>0\), equation (1) is \(\chi''=\tfrac23k^2\chi^{3/2}\). Multiplying by \(\chi'\) and integrating gives

\[
\chi'^2=\tfrac{8}{15}k^2\chi^{5/2}+K. \tag{3}
\]

The constant \(K\) follows from neutrality. Integrating (1) over all \(z\) shows that \(\chi'(\infty)=0\), because the total charge vanishes and \(\chi'(-\infty)=0\). There are two possibilities.

*The density ends at a finite point \(z_1\).* Then \(\chi(z_1)=0\) and \(\chi'(z_1)\le0\).

- If \(\chi'(z_1)<0\), then \(\chi\) becomes negative and \(n=0\) beyond. In vacuum \(\chi'\) stays constant and negative, which contradicts neutrality. If \(z_1\) lay inside the background, (2) would give \(\chi'(z_1)^2=\tfrac45k^2\), the bare background would make the slope still more negative, and the contradiction would be the same.
- If \(\chi'(z_1)=0\), then \(K=0\) and \(\chi'=-\sqrt{8/15}\,k\,\chi^{5/4}\) before \(z_1\). Hence

\[
\frac{d}{dz}\chi^{-1/4}=-\tfrac14\chi^{-5/4}\chi'=\frac k4\sqrt{\frac{8}{15}}. \tag{4}
\]

So \(\chi^{-1/4}\) grows linearly and is finite at every finite \(z\), whereas \(\chi(z_1)=0\) would make it infinite. This case is excluded too.

*The density does not end.* Then \(\chi>0\) everywhere. In the vacuum \(\chi\) is convex, and the number of electrons there per unit area, proportional to \(\int\chi^{3/2}dz\), is finite. A positive convex function with this property decreases to zero, with \(\chi'\to0\). Hence \(K=0\) and \(\chi(\infty)=0\), so that

\[
W=0 .
\]

The total barrier \(v(\infty)-v(-\infty)=E_F[\chi(-\infty)-\chi(\infty)]\) is then \(E_F\): the surface dipole just balances the bulk Fermi energy.

### Matching at the edge

The charge density is finite, so \(\chi\) and \(\chi'\) are continuous at \(z=0\). Equating (2) to (3) with \(K=0\),

\[
\tfrac{8}{15}\chi^{5/2}-\tfrac43\chi+\tfrac45=\tfrac{8}{15}\chi^{5/2}.
\]

The powers \(\chi^{5/2}\) cancel, leaving

\[
\chi(0)=\tfrac35,\qquad n(0)=\left(\tfrac35\right)^{3/2}n_0 .
\]

### The density outside

Integrating (4) from the edge gives \(\chi^{-1/4}=\chi(0)^{-1/4}(1+z/a)\), with

\[
a=\frac{4\,\chi(0)^{-1/4}}{k\sqrt{8/15}},\qquad (ka)^2=16\cdot\frac{15}{8}\,\chi(0)^{-1/2}=\frac{30}{\sqrt{3/5}} .
\]

Therefore \(\chi=\tfrac35(1+z/a)^{-4}\) and

\[
n(z)=n_0\left(\tfrac35\right)^{3/2}\left(1+\frac za\right)^{-6},\qquad z\ge0. \tag{5}
\]

The coefficient of the tail is \(n_0(3/5)^{3/2}a^6\). From the value of \(ka\), \(a^6=30^3(3/5)^{-3/2}/k^6\), and \(k^6=64k_F^3/\pi^3\). Hence

\[
n_0\left(\tfrac35\right)^{3/2}a^6=\frac{k_F^3}{3\pi^2}\cdot\frac{27000\,\pi^3}{64\,k_F^3}=\frac{1125\pi}{8},
\qquad
n(z)=\frac{1125\pi}{8\,(z+a)^6}.
\]

The leading tail \(1125\pi/(8z^6)\) does not depend on the density of the metal, which enters through the shift \(a\). The local exponent is

\[
\frac{d\ln n}{d\ln z}=-\frac{6z}{z+a},
\]

so the pure \(z^{-6}\) law needs \(z\gg a\).

### The profile inside

Taking the negative root of (2),

\[
kz=-\int_{3/5}^{\chi}\frac{ds}{\sqrt{\tfrac43\left(\tfrac25s^{5/2}-s+\tfrac35\right)}} .
\]

Near \(s=1\) the bracket is \(\tfrac34(1-s)^2\) to leading order, so \(\chi'\approx-k(1-\chi)\) and \(1-\chi\to Be^{kz}\). This is the linear screening law, in the region where it applies. Quadrature gives \(B=0.414\); the tempting solution had \(\tfrac13\).

### The edge potential and the Budd-Vannimenus relation

From \(\chi(0)=\tfrac35\),

\[
v(0)-v(-\infty)=E_F\left(1-\tfrac35\right)=\tfrac25E_F .
\]

The bulk kinetic energy per electron is \(\varepsilon=\tfrac35E_F\), proportional to \(n_0^{2/3}\). Hence \(n_0\,d\varepsilon/dn_0=\tfrac23\cdot\tfrac35E_F=\tfrac25E_F\), and

\[
v(0)-v(-\infty)=n_0\frac{d\varepsilon}{dn_0}. \tag{6}
\]

This is the Budd-Vannimenus relation. The agreement expresses a balance of forces. Let \(m(n)=d(n\varepsilon)/dn\) be the local chemical potential and \(P=n^2d\varepsilon/dn=nm-n\varepsilon\) the pressure, so that \(dP/dn=n\,dm/dn\). Since \(m+v=\mu\) is constant, \(P'=-nv'\). Poisson's equation gives

\[
\left(\frac{v'^2}{8\pi}\right)'=\frac{v'v''}{4\pi}=(n_+-n)v' .
\]

Subtracting,

\[
\left(P-\frac{v'^2}{8\pi}\right)'=-n_+v' .
\]

Integrate over all \(z\). The field vanishes at both ends, and the pressure falls from its bulk value \(P_0\) to zero, so \(-P_0=-n_0[v(0)-v(-\infty)]\). With \(P_0/n_0=n_0\,d\varepsilon/dn_0\), this is (6).

The argument did not use the Thomas-Fermi form of \(\varepsilon\). It holds for any local energy whose chemical potential increases with density from zero at \(n=0\). For \(n\propto(\mu-v)^p\),

\[
\frac{P_0}{n_0}=\frac1{n_0}\int_0^{n_0}n\,dm=m_0\int_0^1\chi^p\,d\chi=\frac{m_0}{p+1},
\]

where \(m_0\) is the bulk value of \(\mu-v\). Direct numerical solutions for \(p=2\) and \(p=3\) give edge drops of 0.3333 and 0.2500 in units of \(m_0\), as they should.

The integral also shows what the tempting solution did to the edge. The drop in units of \(E_F\) is the area under the curve \(n/n_0\) against \(\chi\), from empty to bulk. The linear law replaces the convex curve \(\chi^{3/2}\) by its tangent at \(\chi=1\), which lies below it and reaches zero at \(\chi=\tfrac13\). The area is then \(\tfrac12\cdot\tfrac23=\tfrac13\) in place of \(\tfrac25\). The forces balanced, but with the pressure of a different electron gas.

## Numbers for \(r_s=4\) bohr

Take the round density parameter \(r_s=4\) bohr, with \(n_0=3/(4\pi r_s^3)=3.730\times10^{-3}\) bohr\(^{-3}\). Then

- \(k_F=0.4798\) bohr\(^{-1}\) and \(E_F=k_F^2/2=0.1151\) hartree;
- \(k=\sqrt{4k_F/\pi}=0.7816\) bohr\(^{-1}\), and \(a=6.223/0.7816=7.962\) bohr;
- \(n(0)=0.4648\,n_0=1.734\times10^{-3}\) bohr\(^{-3}\);
- the edge potential is \(0.4\times0.1151=0.0460\) hartree, or 1.25 eV;
- the barrier is \(E_F=0.1151\) hartree, or 3.13 eV.

Integrating (5), the electrons outside the background number \(n(0)\,a/5=1.734\times10^{-3}\times7.962/5=2.761\times10^{-3}\) per square bohr.

The slow approach to the power law shows in the profile:

| \(z\) (bohr) | \(n/n_0\) | local exponent | \(n\) / pure tail |
|---|---|---|---|
| 5 | \(2.50\times10^{-2}\) | −2.31 | 0.0033 |
| 20 | \(2.48\times10^{-4}\) | −4.29 | 0.134 |
| 50 | \(3.12\times10^{-6}\) | −5.18 | 0.412 |
| 200 | \(1.46\times10^{-9}\) | −5.77 | 0.791 |

The last column is \([z/(z+a)]^6\). Even at 200 bohr the pure tail overstates the density by about a quarter. The numerical check solves (1) directly, without the first integral, and confirms the edge value, both profiles and the tail.

## What depends on neutrality, and what on the model

If electrons are removed, a field remains in the vacuum and \(K=F^2k^2\) in (3), where \(-Fk\) is the constant slope of \(\chi\) beyond the last electrons. Matching to (2) now gives \(\chi(0)=\tfrac35-\tfrac34F^2\), as long as \(F^2<\tfrac45\), so that electrons still reach the edge. Since \(\chi'\) can no longer approach zero, the density ends at a finite distance: for \(F=0.1\) and \(r_s=4\) bohr, at \(z=4.45\) bohr. This \(F\) is a strong field, \(FkE_F=0.0090\) atomic units or 4.6 V/nm.

An excess of electrons cannot be held. A profile starting above \(\chi(0)=\tfrac35\) has \(K<0\), so \(\chi'\) vanishes while \(\chi\) is still positive, and convexity then makes the density rise again. Starting from \(\chi(0)=0.6075\), the minimum is \(\chi=0.204\), at 3.85 bohr. The neutral surface is the borderline between the two cases.

The zero work function and the power tail belong to the model, and so do the sizes of the edge potential and the barrier. Real metals have work functions of a few electronvolts. At \(r_s=4\) bohr, adding exchange to \(\varepsilon\) lowers \(n_0\,d\varepsilon/dn_0\) from 1.25 eV to 0.21 eV, and adding local-density correlation lowers it to 0.06 eV. A Kohn-Sham treatment of the same jellium in the local-density approximation gives a work function near 2.9 eV, a dipole barrier near 0.85 eV in place of 3.13 eV (both shifting by about 0.03 eV with slab thickness), and a density that decays exponentially. A local kinetic energy requires the density to change little over the local Fermi length, that is \(|n'|/n\ll k_F(z)\), where \(k_F(z)=(3\pi^2n)^{1/3}\). Outside the background, (5) gives \(|n'|/n=6/(z+a)\) and \(k_F(z)=(15\pi/2)/(z+a)^2\), so

\[
\frac{|n'|}{n\,k_F(z)}=\frac{4}{5\pi}(z+a).
\]

With \(z\) and \(a\) in bohr, this is already about 2 at the edge for \(r_s=4\) bohr, and it grows outward. Since \(a\propto\sqrt{r_s}\), the ratio exceeds 1 everywhere outside the background once \(r_s\gtrsim1\) bohr. For \(r_s=4\) bohr it is still 0.6 at 1 bohr inside the edge and falls to 0.1 at 3 bohr. At metallic densities the outer profile and its tail are thus derived correctly from Thomas-Fermi theory, in a region where that theory does not describe electrons. Relation (6) rests on force balance, and within local theories it survives a change of the energy function, with the bulk pressure changed accordingly.

## Computed results

```
r_s = 4.0 bohr
bulk density n0 = 3.730194e-03 bohr^-3
Fermi wave number k_F = 0.47979 bohr^-1
Fermi energy E_F = 0.115099 hartree = 3.1320 eV
inverse screening length k = 0.78159 bohr^-1
screening length 1/k = 1.2794 bohr
k a = 6.22333, a = 7.9624 bohr
edge chi(0) from grid = 0.600000
edge density ratio n(0)/n0: formula 0.46476, grid 0.46476
edge density n(0) = 1.733637e-03 bohr^-3
v(0)-v(bulk) from grid = 0.046040 hartree
n0 d(eps)/d(n0) from Fermi sphere = 0.046040 hartree
the same edge potential = 1.2528 eV
barrier part from z<0 charge = 0.400000 E_F
barrier part from z>0 charge = 0.600000 E_F
total barrier = 0.115099 hartree = 3.1320 eV
|work function| from quadrature = 1.3e-15 hartree
spilled electrons per area = 2.760773e-03 bohr^-2
bulk approach constant B: quadrature 0.41432, grid 0.41432
tail exponent extrapolated from grid = -5.9972
tail coefficient 1125 pi/8 = 441.786 bohr^3
grid coefficient, r_s = 2 bohr: 441.793 bohr^3
grid coefficient, r_s = 4 bohr: 441.793 bohr^3
largest relative error of outer chi = 1.0e-05
largest absolute error of inner chi = 9.2e-08
inside: z (bohr), n/n0 from grid
   -6.0  0.99430
   -4.0  0.97290
   -2.0  0.87359
   -1.0  0.73356
outside: z (bohr), n/n0 grid, n/n0 formula, local exponent, n/(pure tail)
    2.0  1.2114e-01  1.2114e-01  -1.205  6.546e-05
    5.0  2.4968e-02  2.4967e-02  -2.314  3.294e-03
   10.0  3.5261e-03  3.5261e-03  -3.340  2.977e-02
   20.0  2.4777e-04  2.4776e-04  -4.291  1.339e-01
   50.0  3.1233e-06  3.1232e-06  -5.176  4.120e-01
  200.0  1.4641e-09  1.4641e-09  -5.770  7.912e-01
other local energies: p, edge drop from grid, bulk derivative (units of mu-v)
  2  0.33333  0.33333
  3  0.25000  0.25000
charged case: vacuum field F = 0.10 k E_F = 0.008996 hartree/bohr
electron deficit: chi(0) = 0.5925, density ends at z = 4.4547 bohr
slope of chi at that end = -0.100000 k
trial excess: chi(0) = 0.6075, minimum chi = 0.20380
position of that minimum = 3.8480 bohr
```
